# Boron diffusion by charged pairs: dependence on hole concentration, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

A boron atom on a lattice site of a semiconductor such as silicon is an acceptor. When ionized it carries charge $-e$, where $e>0$ is the elementary charge. We write it $B^-$ and take it to be immobile. It moves when a self-interstitial $I$ joins it to form a pair $(BI)^q$ of charge $qe$. The model admits three charge states, $q=-1,0,+1$. The pair migrates, then breaks up and leaves the boron on another lattice site.

The symbols are:

- $C$: concentration of substitutional, ionized boron.
- $C_q$: concentration of pairs of charge $q$; $d_q$: their diffusivity.
- $p$, $n$: hole and electron concentrations; $n_i$: their common value in undoped material at the annealing temperature.
- $\hat p=p/n_i$: the hole ratio, equal to 1 in intrinsic material.
- $C_{I0}$: concentration of neutral interstitials; $C_{I0}^{*}$: its equilibrium value.
- $S=C_{I0}/C_{I0}^{*}$: interstitial supersaturation.
- $k_q$: the ratio $C_q/C$ at $\hat p=1$ and $S=1$.
- $\phi$: electrostatic potential; $T$: temperature; $k_B$: Boltzmann's constant.

Fluxes $J$ count particles per area and time, positive towards increasing $x$. Concentrations are in cm$^{-3}$, diffusivities in cm$^2$/s and lengths in nm.

We shall show that

$$J=-D(\hat p)\left[\nabla(SC)+SC\,\nabla\ln\hat p\right],$$

$$D(\hat p)=d_-k_-+d_0k_0\,\hat p+d_+k_+\,\hat p^{2}.$$

The assumptions are these. Carriers are nondegenerate and in equilibrium with one another. Boron is fully ionized. Pairs are dilute compared with substitutional boron. Formation, break-up and charge exchange are fast enough for the pairs to be in local equilibrium with the boron around them. Temperature, and with it $n_i$, $k_q$ and $d_q$, is uniform.

## 2. Charge equilibrium

Forming a pair of charge $q$ from $B^-$ and a neutral interstitial requires $q+1$ holes:

$$B^-+I^0+(q+1)h^+\rightleftharpoons(BI)^q .$$

The charge on the left is $-1+(q+1)=q$, as it must be. The negative pair takes up no hole, the neutral pair one, and the positive pair two. Taking up a hole and giving up an electron to the conduction band are equivalent here, because carrier equilibrium gives $pn=n_i^2$.

For dilute species the free energy per volume is that of ideal mixtures. Each species $j$, with concentration $c_j$, has the chemical potential

$$\mu_j=\mu_j^\circ+k_BT\ln(c_j/c^\circ),$$

where $c^\circ$ is a reference concentration and $\mu_j^\circ$ does not depend on the concentrations. Let the reaction advance by a small amount $\delta\xi$ per volume. One boron, one interstitial and $q+1$ holes disappear, and one pair appears. The free energy changes by

$$\delta F=\left[\mu_q-\mu_B-\mu_I-(q+1)\mu_h\right]\delta\xi .$$

Boron number and charge are conserved by this change. The electrostatic energy drops out because the total charge at the point is unchanged. At equilibrium $\delta F$ vanishes for either sign of $\delta\xi$, so the bracket is zero. Inserting the chemical potentials and exponentiating,

$$\frac{C_q}{c^\circ}=\frac{C}{c^\circ}\,\frac{C_{I0}}{c^\circ}\left(\frac{p}{c^\circ}\right)^{q+1}e^{-\Delta_q/k_BT},$$

$$\Delta_q=\mu_q^\circ-\mu_B^\circ-\mu_I^\circ-(q+1)\mu_h^\circ .$$

Now put $C_{I0}=SC_{I0}^{*}$ and $p=n_i\hat p$. Everything that depends on neither $C$, $S$ nor $\hat p$ is collected in

$$k_q=\frac{C_{I0}^{*}}{c^\circ}\left(\frac{n_i}{c^\circ}\right)^{q+1}e^{-\Delta_q/k_BT}.$$

The result is

$$C_q=k_q\,S\,C\,\hat p^{\,q+1}.$$

Setting $\hat p=S=1$ recovers the definition of $k_q$. The power of $\hat p$ is the number of holes taken up by $B^-$, not the charge of the pair. The two differ by one because the immobile partner is already charged.

This relation was tested by minimizing the ideal free energy numerically at fixed boron number and charge, without using the mass-action formula. The pair fractions were $k_-=0.02$, $k_0=0.05$ and $k_+=0.01$, much larger than in the example below so that errors would show. Total boron was $0.5\,n_i$ in one case and $3\,n_i$ in the other. The largest relative difference from the formula was $1\times10^{-7}$.

## 3. Why the neutral interstitial is the reference

The factor $C_{I0}^{*}$ was put into the constant $k_q$. This is allowed if it does not vary with doping. Interstitials reach equilibrium by exchange with the surface or with other sources in the crystal. Creating a neutral interstitial adds no charge and exchanges no carrier. Its equilibrium condition, $\mu_I=0$ relative to the crystal, therefore contains no Fermi level, and $C_{I0}^{*}$ is independent of $\hat p$ in the ideal mixture.

A charged interstitial behaves differently. The reaction $I^0+m\,h^+\rightleftharpoons I^m$ gives, by the same argument as in section 2,

$$C_{Im}=\theta_m\,C_{I0}^{*}\,S\,\hat p^{\,m},$$

with a constant $\theta_m$ and $\theta_0=1$. The equilibrium concentration of $I^m$ thus depends on doping, but the ratio of $C_{Im}$ to its equilibrium value at the same $\hat p$ is $S$ for every $m$. One number $S$ describes the departure of all charge states from equilibrium.

It also does not matter which charge state of the interstitial meets the boron. If $I^+$ joins $B^-$ to make a neutral pair, mass action gives a concentration proportional to $C\,C_{I+}$. Since $C_{I+}\propto S\hat p$, the result is again proportional to $SC\hat p$. Equilibrium concentrations depend on the final state and not on the path to it.

## 4. The flux of one charge state

A pair of charge $qe$ diffuses and drifts. The Einstein relation gives it the mobility $qe\,d_q/k_BT$, with the sign of $q$ showing the direction of drift. In the electric field $-\nabla\phi$ its flux is

$$J_q=-d_q\nabla C_q-\frac{qe\,d_q}{k_BT}\,C_q\nabla\phi .$$

The holes fix the potential. Carriers are far more mobile than boron, so their Fermi level is taken as flat on the time scale of boron motion. Nondegenerate holes in equilibrium obey $p\propto e^{-e\phi/k_BT}$, and with uniform $n_i$

$$\frac{e\nabla\phi}{k_BT}=-\nabla\ln\hat p .$$

Holes collect where the potential is low, which accounts for the minus sign. Substitution gives

$$J_q=-d_q\left(\nabla C_q-q\,C_q\nabla\ln\hat p\right).$$

The two terms combine into one gradient. By the product rule,

$$\hat p^{\,q}\nabla\!\left(C_q\hat p^{-q}\right)=\nabla C_q+C_q\,\hat p^{\,q}\left(-q\,\hat p^{-q-1}\right)\nabla\hat p=\nabla C_q-q\,C_q\nabla\ln\hat p ,$$

and therefore

$$J_q=-d_q\,\hat p^{\,q}\,\nabla\!\left(C_q\hat p^{-q}\right).$$

## 5. Summing the charge states

Charge equilibrium gives

$$C_q\hat p^{-q}=k_qSC\,\hat p^{\,q+1-q}=k_qSC\,\hat p .$$

The charge $q$ has disappeared from the power. Since $k_q$ is uniform,

$$J_q=-d_qk_q\,\hat p^{\,q}\,\nabla(SC\hat p).$$

Expand the gradient and use $\nabla\hat p=\hat p\,\nabla\ln\hat p$:

$$\nabla(SC\hat p)=\hat p\left[\nabla(SC)+SC\,\nabla\ln\hat p\right].$$

Each charge state then contributes

$$J_q=-d_qk_q\,\hat p^{\,q+1}\left[\nabla(SC)+SC\,\nabla\ln\hat p\right].$$

The bracket is common to all three. Adding the fluxes gives the law stated in section 1. The coefficient of $\hat p^0$ belongs to the negative pair, that of $\hat p^1$ to the neutral pair and that of $\hat p^2$ to the positive pair.

It may seem odd that the term in $\nabla\ln\hat p$ has the same sign for pairs that the field pushes in opposite directions. The pair populations explain it. Take $SC$ uniform and let $\hat p$ vary.

- Negative pairs have a uniform concentration. Diffusion gives nothing, and drift gives $-d_-C_-\nabla\ln\hat p$.
- Neutral pairs feel no field. Their concentration is proportional to $\hat p$, and diffusion gives $-d_0C_0\nabla\ln\hat p$.
- Positive pairs have a concentration proportional to $\hat p^2$. Diffusion gives $-2d_+C_+\nabla\ln\hat p$, and drift gives $+d_+C_+\nabla\ln\hat p$. The sum is $-d_+C_+\nabla\ln\hat p$.

In each case one unit of $\nabla\ln\hat p$ remains. It reflects the charge $-1$ of the boron from which the pairs are made.

A gradient of $S$ also moves boron. If $C$ and $\hat p$ are uniform, the law reduces to $J=-DC\,\nabla S$, and boron flows towards the region with fewer interstitials although its own concentration is uniform.

## 6. From flux to profile

Boron is conserved, so

$$\frac{\partial}{\partial t}\Big(C+\sum_qC_q\Big)=-\nabla\cdot J .$$

The pairs carry the whole flux, but they hold a share $\sum_qC_q/C=S\sum_qk_q\hat p^{\,q+1}$ of the boron. In the example of Part II this share is $6\times10^{-8}$ at the peak. Dropping the stored pairs leaves $\partial C/\partial t=-\nabla\cdot J$. If the share were not small, boron waiting in pairs would have to be kept on the left-hand side, and the charge of the pairs would have to enter neutrality.

## 7. A tracer in a uniform hole background

To isolate $D(\hat p)$, consider a small amount of marked boron in material whose hole concentration is kept uniform by other dopants, acceptors for $\hat p>1$ and donors for $\hat p<1$. Then $\nabla\ln\hat p=0$. With $S=1$ the marked boron, of concentration $C^{\rm tr}$, obeys

$$J^{\rm tr}=-D(\hat p)\,\nabla C^{\rm tr}.$$

The mean square displacement along $x$ grows as $2D(\hat p)t$. This case separates the effect of the number of pairs from that of the built-in field.

The example uses round parameters:

- $q=-1$: $k_-=3\times10^{-9}$, $d_-=1\times10^{-7}$ cm$^2$/s, product $3\times10^{-16}$ cm$^2$/s.
- $q=0$: $k_0=1\times10^{-8}$, $d_0=2\times10^{-7}$ cm$^2$/s, product $2\times10^{-15}$ cm$^2$/s.
- $q=+1$: $k_+=1\times10^{-9}$, $d_+=1\times10^{-7}$ cm$^2$/s, product $1\times10^{-16}$ cm$^2$/s.

At $\hat p=2$, in units of $10^{-15}$ cm$^2$/s,

$$D=0.3+2.0\times2+0.1\times4=4.7 .$$

As a test, the coupled equations for $B^-$ and the three pair species were solved with explicit rates of formation, break-up and hole capture, and the diffusivity was read from the growth of the variance. The polynomial was not used in that calculation. At $\hat p=0.5$, 1, 2 and 4 the result was 1.325, 2.400, 4.700 and 9.900 in the same units, equal to the polynomial to the digits given.

## 8. What the powers tell

In strongly $n$-type material $\hat p\to0$ and $D\to d_-k_-$: negative pairs alone remain effective. As $\hat p$ grows, first the neutral and then the positive pairs may take over, depending on the products $d_qk_q$.

The local slope of $D$ on a logarithmic plot follows by differentiation:

$$\frac{d\ln D}{d\ln\hat p}=\frac{\sum_q(q+1)\,d_qk_q\,\hat p^{\,q+1}}{\sum_qd_qk_q\,\hat p^{\,q+1}} .$$

This is the number of holes taken up, averaged with the contributions to $D$ as weights. For nondegenerate holes, an apparent power between 1 and 2 can thus come from a mixture of charge states and needs no new reaction.

Within this law, measurements of $D(\hat p)$ give the products $d_qk_q$ and not the two factors separately. Nor do the powers identify the defect. If a neutral vacancy replaced the neutral interstitial as partner, every step above would hold with other constants. The number of terms is a property of the model too. A pair of charge $-2$, if it existed in sufficient number, would add a term in $\hat p^{-1}=n/n_i$.

# Part II. The diffusing profile and its limits

## 9. Symbols and results carried over

$C$ is the concentration of substitutional ionized boron, $\hat p=p/n_i$ the hole ratio, and $S$ the interstitial supersaturation. Pairs of charge $q=-1,0,+1$ have diffusivity $d_q$ and number $k_q$ per boron at $\hat p=S=1$. Part I gave $C_q=k_qSC\hat p^{\,q+1}$ and

$$J=-D(\hat p)\left[\nabla(SC)+SC\,\nabla\ln\hat p\right],\qquad D(\hat p)=\sum_qd_qk_q\,\hat p^{\,q+1}.$$

We now let the boron itself supply the holes. Until section 14, $S=1$ is imposed.

## 10. Neutrality and the field factor

With boron as the only dopant and negligible charge on the pairs, local neutrality reads $p-n=C$. Using $n=n_i^2/p$ and dividing by $n_i$,

$$\hat p-\frac1{\hat p}=\frac{C}{n_i}.$$

Multiplication by $\hat p$ gives a quadratic equation, whose positive root is

$$\hat p=\frac{C}{2n_i}+\sqrt{\left(\frac{C}{2n_i}\right)^2+1}.$$

To find the field, take the gradient of the neutrality condition:

$$\left(1+\frac1{\hat p^2}\right)\nabla\hat p=\left(\hat p+\frac1{\hat p}\right)\nabla\ln\hat p=\frac{\nabla C}{n_i}.$$

Since $n_i(\hat p+1/\hat p)=p+n$, this is $\nabla\ln\hat p=\nabla C/(p+n)$. The flux law with $S=1$ becomes

$$J=-D\left(1+\frac{C}{p+n}\right)\nabla C=-D\,\frac{(p+n)+(p-n)}{p+n}\,\nabla C=-D\,\frac{2p}{p+n}\,\nabla C .$$

Dividing numerator and denominator by $p$ and using $n/p=1/\hat p^2$,

$$J=-D_{\rm eff}\nabla C,\qquad D_{\rm eff}=D(\hat p)\,\frac{2\hat p^2}{1+\hat p^2}.$$

For boron alone $\hat p\ge1$, and the field factor runs from 1 to 2. Holes tend to spread out of the doped region. The field that holds them back pulls negative boron outwards.

The upper value of 2 belongs to this case. Suppose immobile donors of uniform concentration $N_D$ are also present and do not bind to boron. Then $p-n=C-N_D$. Its gradient still gives $\nabla\ln\hat p=\nabla C/(p+n)$, so the factor is $1+C/(p+n)$. Where $C=N_D=4n_i$, we have $p=n=n_i$ and the factor is 3. Few carriers are then left to screen the field of the boron gradient.

## 11. Low and high doping

For $C\ll n_i$ the root gives $\hat p\approx1+C/2n_i$. To first order the field factor is $1+C/2n_i$, and $D\approx D(1)+(d_0k_0+2d_+k_+)\,C/2n_i$. Multiplying and keeping first-order terms,

$$D_{\rm eff}\approx D(1)+\left[D(1)+d_0k_0+2d_+k_+\right]\frac{C}{2n_i}.$$

For $C\gg n_i$ we have $\hat p\approx C/n_i+n_i/C$, hence $\hat p^2\approx(C/n_i)^2+2$, and a field factor near $2\left[1-(n_i/C)^2\right]$. In the product the positive-pair term leaves the constant $(2-1)\,d_+k_+$ inside the bracket. Dropping terms that vanish as $n_i/C\to0$,

$$D_{\rm eff}\approx2\left[d_-k_-+d_+k_++d_0k_0\frac{C}{n_i}+d_+k_+\left(\frac{C}{n_i}\right)^2\right].$$

The powers of the hole concentration have become powers of the boron concentration. The centre of a profile therefore spreads faster than its tail.

We have derived the flux law for boron carried by pairs and, for boron as the only dopant with $S=1$, an effective diffusivity that rises with boron concentration. It remains to treat the finite pair path, work through an example, and estimate the effects of interstitial transport, implantation damage and the other neglected corrections.
